# Probability that a surrogate model orders two polymorphs correctly: a program that tests the result

```python
"""
Result under test: polymorph A lies below B by a true gap of 20 meV/atom.
Independent zero-mean normal errors e_A, e_B (standard deviation 10 meV/atom)
are added to the energies. The predicted order is correct with probability
    P = Phi(gap / sqrt(sigma_A**2 + sigma_B**2)) = Phi(sqrt(2)), about 0.92,
where Phi is the standard normal distribution function.
Correct order means gap + e_B - e_A > 0. Energies are in meV/atom.
bias = mean of e_B - e_A; rho = correlation coefficient of e_A and e_B.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.stats import norm, t as student

GAP, SIGMA = 20.0, 10.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(800)


def formula(gap, s_a, s_b, rho=0.0, bias=0.0):
    spread = math.sqrt(s_a**2 + s_b**2 - 2 * rho * s_a * s_b)
    return norm.cdf((gap + bias) / spread)


def integrate_correct_region(density, gap, limit=400.0):
    """Integrate the joint density of (e_A, e_B) over e_B > e_A - gap."""
    e_a = limit * NODES
    low = np.clip(e_a - gap, -limit, limit)
    half = (limit - low) / 2
    e_b = low[:, None] + half[:, None] * (NODES + 1)
    inner = half * (density(e_a[:, None], e_b) @ WEIGHTS)
    return float(np.sum(limit * WEIGHTS * inner))


def normal_pair(s_a, s_b, rho=0.0, bias=0.0):
    """Joint normal density; the whole bias is put into e_B."""
    def density(e_a, e_b):
        u, v = e_a / s_a, (e_b - bias) / s_b
        q = (u**2 - 2 * rho * u * v + v**2) / (1 - rho**2)
        return np.exp(-q / 2) / (2 * np.pi * s_a * s_b * math.sqrt(1 - rho**2))
    return density


# Main result and its generalizations against two-dimensional integration
p_main = formula(GAP, SIGMA, SIGMA)
p_integral = integrate_correct_region(normal_pair(SIGMA, SIGMA), GAP)
assert abs(p_main - p_integral) < 1e-7
assert abs(p_integral - 0.92) < 0.005
cases = [(20, 6, 13, 0, 0), (20, 10, 10, 0.5, 0), (20, 10, 10, -0.5, 0),
         (20, 10, 10, 0, -5), (12, 7, 11, 0.3, 4)]
for gap, s_a, s_b, rho, bias in cases:
    direct = integrate_correct_region(normal_pair(s_a, s_b, rho, bias), gap)
    assert abs(direct - formula(gap, s_a, s_b, rho, bias)) < 1e-7

# Random sampling of the two predictions
rng = np.random.default_rng(12345)
SAMPLES = 2_000_000
predicted_a = rng.normal(0.0, SIGMA, SAMPLES)
predicted_b = GAP + rng.normal(0.0, SIGMA, SAMPLES)
p_sampled = np.mean(predicted_a < predicted_b)
standard_error = math.sqrt(p_integral * (1 - p_integral) / SAMPLES)
assert abs(p_sampled - p_integral) < 5 * standard_error
sampled_spread = np.std(predicted_b - predicted_a)
spread = math.hypot(SIGMA, SIGMA)
assert abs(sampled_spread - spread) < 0.05

# Alternating series for the probability, with its error bound
x = GAP / (2 * SIGMA)
partial, partial_sums = 0.5, []
for n in range(7):
    partial += ((-1)**n * x**(2*n + 1)
                / (math.factorial(n) * (2*n + 1) * math.sqrt(math.pi)))
    next_term = (x**(2*n + 3) / (math.factorial(n + 1) * (2*n + 3)
                 * math.sqrt(math.pi)))
    assert abs(partial - p_integral) < next_term
    partial_sums.append(partial)
series_bound = next_term

# Predicted gap known, true gap unknown: integrate prior times likelihood
TAU = 20.0


def posterior_correct(prior):
    def weight(g):
        return prior(g) * math.exp(-(GAP - g)**2 / (2 * spread**2))
    right = quad(weight, 0, 250, epsabs=1e-11, limit=200)[0]
    wrong = quad(weight, -250, 0, epsabs=1e-11, limit=200)[0]
    return right / (right + wrong)


p_flat = posterior_correct(lambda g: 1.0)
p_prior = posterior_correct(lambda g: math.exp(-g**2 / (2 * TAU**2)))
assert abs(p_flat - p_main) < 1e-7
assert abs(p_prior - norm.cdf(GAP * TAU / (spread * math.hypot(spread, TAU)))) < 1e-7
assert p_prior < p_flat

# The quoted 10 meV read as a mean absolute error
sigma_mae = SIGMA * math.sqrt(math.pi / 2)
mean_abs = 2 * quad(lambda e: e * norm.pdf(e, scale=sigma_mae), 0, 200)[0]
assert abs(mean_abs - SIGMA) < 1e-6
p_mae = integrate_correct_region(normal_pair(sigma_mae, sigma_mae), GAP)
assert abs(p_mae - formula(GAP, sigma_mae, sigma_mae)) < 1e-7

# Error allowed for a 95 percent chance of the correct order
TARGET = 0.95
sigma_target = GAP / (math.sqrt(2) * norm.ppf(TARGET))
p_check = integrate_correct_region(normal_pair(sigma_target, sigma_target), GAP)
assert abs(p_check - TARGET) < 1e-7

# Heavy-tailed errors: Student distribution with the same standard deviation
DOF = 5
scale = SIGMA * math.sqrt((DOF - 2) / DOF)
p_heavy = integrate_correct_region(
    lambda a, b: student.pdf(a / scale, DOF) * student.pdf(b / scale, DOF) / scale**2,
    GAP)
heavy_a = scale * rng.standard_t(DOF, SAMPLES)
heavy_b = scale * rng.standard_t(DOF, SAMPLES)
assert abs(np.mean(GAP + heavy_b > heavy_a) - p_heavy) < 5 * standard_error

# Harmonic vibrations: three Einstein oscillators per atom
KB = constants.k / constants.e * 1000  # meV/K
QUANTUM_A, SOFTENING = 40.0, 0.02
QUANTUM_B = QUANTUM_A * (1 - SOFTENING)


def vibrational_free_energy(quantum, temperature):
    kt = KB * temperature
    return 3 * (quantum / 2 + kt * math.log(-math.expm1(-quantum / kt)))


vibration = {}
for temperature in (300, 700):
    for quantum in (QUANTUM_A, QUANTUM_B):
        levels = quantum * (np.arange(400) + 0.5)
        from_levels = -3 * KB * temperature * math.log(
            np.sum(np.exp(-levels / (KB * temperature))))
        assert abs(from_levels - vibrational_free_energy(quantum, temperature)) < 1e-8
    vibration[temperature] = (vibrational_free_energy(QUANTUM_B, temperature)
                              - vibrational_free_energy(QUANTUM_A, temperature))

# Surface energy of a spherical grain, shared among its atoms
DIAMETER_NM, SURFACE_J_M2, ATOM_NM3 = 10.0, 0.1, 0.012
radius = DIAMETER_NM * 1e-9 / 2
atoms = (4 / 3) * math.pi * radius**3 / (ATOM_NM3 * 1e-27)
surface_shift = -SURFACE_J_M2 * 4 * math.pi * radius**2 / atoms / constants.e * 1000

print(f"True gap: {GAP:.1f} meV/atom")
print(f"Standard deviation of each error: {SIGMA:.1f} meV/atom")
print(f"Standard deviation of predicted gap: {spread:.3f} meV/atom")
print(f"Same, from random samples: {sampled_spread:.3f} meV/atom")
print(f"Gap over its standard deviation z: {GAP / spread:.5f} (no unit)")
print(f"Series variable x = gap/(2 sigma): {x:.3f} (no unit)")
print(f"P correct, formula: {p_main:.6f} (probability)")
print(f"P correct, 2D integration: {p_integral:.6f} (probability)")
print(f"Number of random samples: {SAMPLES} (count)")
print(f"P correct, sampling: {p_sampled:.5f} (probability)")
print(f"Standard error of sampling: {standard_error:.5f} (probability)")
print(f"P wrong order: {1 - p_main:.6f} (probability)")
for count, value in enumerate(partial_sums, 1):
    print(f"Series for P with {count} terms: {value:.6f} (probability)")
print(f"Bound on error after last term: {series_bound:.1e} (probability)")
print(f"P given predicted gap, flat prior: {p_flat:.4f} (probability)")
print(f"Width of normal prior: {TAU:.1f} meV/atom")
print(f"P given predicted gap, normal prior: {p_prior:.4f} (probability)")
print(f"Sigma if MAE is {SIGMA:.1f} meV/atom: {sigma_mae:.3f} meV/atom")
print(f"P if quoted error is MAE: {p_mae:.4f} (probability)")
print(f"Sigma needed for P = {TARGET:.2f}: {sigma_target:.2f} meV/atom")
for rho in (0.5, -0.5):
    s_rho = SIGMA * math.sqrt(2 * (1 - rho))
    print(f"Correlation {rho:+.1f}: gap spread {s_rho:.2f} meV/atom, "
          f"P = {formula(GAP, SIGMA, SIGMA, rho):.4f}")
print(f"Bias -5.0 meV/atom: P = {formula(GAP, SIGMA, SIGMA, bias=-5):.4f}")
print(f"Student errors, {DOF} degrees of freedom: P = {p_heavy:.4f}")
print(f"Einstein quantum of A: {QUANTUM_A:.1f} meV")
print(f"Einstein quantum of B: {QUANTUM_B:.1f} meV")
for temperature, shift in vibration.items():
    print(f"Vibrational gap shift at {temperature} K: {shift:.2f} meV/atom")
    print(f"Free-energy gap at {temperature} K: {GAP + shift:.2f} meV/atom, "
          f"P = {formula(GAP + shift, SIGMA, SIGMA):.4f}")
print(f"Grain diameter: {DIAMETER_NM:.1f} nm")
print(f"Surface-energy difference: {SURFACE_J_M2:.2f} J/m2")
print(f"Volume per atom: {ATOM_NM3:.3f} nm3")
print(f"Atoms in grain: {atoms:.0f} (count)")
print(f"Surface gap shift: {surface_shift:.2f} meV/atom")
print(f"Gap with surface term: {GAP + surface_shift:.2f} meV/atom, "
      f"P = {formula(GAP + surface_shift, SIGMA, SIGMA):.4f}")
print("PASS")
```

Running it gives:

```
True gap: 20.0 meV/atom
Standard deviation of each error: 10.0 meV/atom
Standard deviation of predicted gap: 14.142 meV/atom
Same, from random samples: 14.141 meV/atom
Gap over its standard deviation z: 1.41421 (no unit)
Series variable x = gap/(2 sigma): 1.000 (no unit)
P correct, formula: 0.921350 (probability)
P correct, 2D integration: 0.921350 (probability)
Number of random samples: 2000000 (count)
P correct, sampling: 0.92114 (probability)
Standard error of sampling: 0.00019 (probability)
P wrong order: 0.078650 (probability)
Series for P with 1 terms: 1.064190 (probability)
Series for P with 2 terms: 0.876126 (probability)
Series for P with 3 terms: 0.932545 (probability)
Series for P with 4 terms: 0.919112 (probability)
Series for P with 5 terms: 0.921724 (probability)
Series for P with 6 terms: 0.921297 (probability)
Series for P with 7 terms: 0.921357 (probability)
Bound on error after last term: 7.5e-06 (probability)
P given predicted gap, flat prior: 0.9214 (probability)
Width of normal prior: 20.0 meV/atom
P given predicted gap, normal prior: 0.8759 (probability)
Sigma if MAE is 10.0 meV/atom: 12.533 meV/atom
P if quoted error is MAE: 0.8704 (probability)
Sigma needed for P = 0.95: 8.60 meV/atom
Correlation +0.5: gap spread 10.00 meV/atom, P = 0.9772
Correlation -0.5: gap spread 17.32 meV/atom, P = 0.8759
Bias -5.0 meV/atom: P = 0.8556
Student errors, 5 degrees of freedom: P = 0.9316
Einstein quantum of A: 40.0 meV
Einstein quantum of B: 39.2 meV
Vibrational gap shift at 300 K: -1.86 meV/atom
Free-energy gap at 300 K: 18.14 meV/atom, P = 0.9002
Vibrational gap shift at 700 K: -3.79 meV/atom
Free-energy gap at 700 K: 16.21 meV/atom, P = 0.8742
Grain diameter: 10.0 nm
Surface-energy difference: 0.10 J/m2
Volume per atom: 0.012 nm3
Atoms in grain: 43633 (count)
Surface gap shift: -4.49 meV/atom
Gap with surface term: 15.51 meV/atom, P = 0.8636
PASS
```
